# Low-Temperature Phonon Conductance of a Diffuse Interface between Two Solids

Suppose that at one vibration frequency a solid offers three channels along which a phonon can travel to an interface, and the solid on the other side offers one. Each channel also has an outgoing partner, so a phonon leaves the interface in one of four outgoing channels. Let the interface be so disordered that all four are equally likely, wherever the phonon came from. A phonon from the first side then crosses with probability $1/4$, and three channels give a summed transmission of $3\times\frac14=\frac34$. A phonon from the second side crosses with probability $3/4$, and its single channel gives $1\times\frac34=\frac34$. The two sums agree, so equal temperatures on the two sides produce no net heat flow. With $N_1$ and $N_2$ channels the same reasoning gives a summed transmission $N_1N_2/(N_1+N_2)$. The low-temperature conductance follows from this number once the channels of a real solid have been counted.

Take two isotropic elastic solids, $i=1,2$, joined at a plane interface. Each carries one longitudinal and two transverse branches, with $\omega=v_{ij}k$ for branch $j$ of side $i$. This linear law requires $k_BT$ to be far below the zone-edge phonon energies. Consider an interface area $A$ with periodic boundary conditions along its two directions. The allowed wavevectors $\mathbf k_\parallel$ parallel to the interface form a square lattice of spacing $2\pi/\sqrt A$, so their density is $A/(4\pi^2)$. A wave of frequency $\omega$ has a real normal component $k_z$ if $|\mathbf k_\parallel|<\omega/v_{ij}$. The allowed points fill a disc of area $\pi\omega^2/v_{ij}^2$, and one branch therefore has

$$
N_{ij}=\frac{A}{4\pi^2}\,\frac{\pi\omega^2}{v_{ij}^2}=\frac{A\omega^2}{4\pi v_{ij}^2}
$$

channels. Summing over branches gives

$$
N_i=\frac{A\omega^2}{4\pi}S_i,\qquad S_i=\sum_{j=1}^{3}\frac{1}{v_{ij}^2}.
$$

The inverse-square velocities come from the area of a disc in wavevector space: a slow branch has a larger wavevector at given frequency and hence more channels.

Next comes the energy carried by one channel. In a length $L$ normal to the interface the values of $k_z$ are spaced by $2\pi/L$. A mode with occupation $n$ has energy $\hbar\omega n$ spread over $L$, and it moves at the normal group velocity $\partial\omega/\partial k_z$. The arriving power is

$$
\int\frac{L\,dk_z}{2\pi}\,\frac{\hbar\omega n}{L}\,\frac{\partial\omega}{\partial k_z}
=\int\frac{d\omega}{2\pi}\,\hbar\omega\,n .
$$

The velocity has cancelled against the density of states. The zero-point energy is omitted because it is the same on both sides and drops out of the net flow.

Kinetic theory gives the same count. The flux of an isotropic gas on a wall is $\frac14vD\hbar\omega n$ per unit frequency: half the phonons move toward the wall, and the mean of $\cos\theta$ over that hemisphere is $\frac12$. With the Debye density of states $D=\omega^2/(2\pi^2v^3)$ the factor is $\frac14vD=\omega^2/(8\pi^2v^2)$, which equals $N_{ij}/(2\pi A)$.

The interface is assumed to scatter elastically, so each frequency can be treated alone. Let $s_{ba}$ be the amplitude for going from incoming channel $a$ to outgoing channel $b$, normalized so that $P_{ba}=|s_{ba}|^2$ is the fraction of the energy flux that ends in $b$. There are $N=N_1+N_2$ incoming and equally many outgoing channels. Conservation of energy flux for every incoming superposition means $s^\dagger s=1$. For a finite square matrix this implies $ss^\dagger=1$ as well, and the diagonal elements of the two relations read

$$
\sum_b P_{ba}=1,\qquad \sum_a P_{ba}=1 .
$$

The first states that a phonon must go somewhere. The second states that if all incoming channels are equally occupied, every outgoing channel has that same occupation, which is detailed balance in the form needed here.

The diffuse-mismatch assumption is that a scattered phonon has no memory of its side, branch or direction. After averaging over the disorder, $P_{ba}$ then does not depend on $a$; call it $p_b$. The second sum becomes $Np_b=1$, so $p_b=1/N$ for every outgoing channel. The probability of crossing from side 1 to side 2 is the number of outgoing channels on side 2 times $1/N$:

$$
\alpha_{12}=\frac{N_2}{N_1+N_2}=\frac{S_2}{S_1+S_2},\qquad
\alpha_{21}=\frac{S_1}{S_1+S_2}.
$$

The common factor $A\omega^2/(4\pi)$ has cancelled, so the transmission is independent of frequency as long as the branches are linear. The summed transmission is

$$
N_1\alpha_{12}=N_2\alpha_{21}=\frac{N_1N_2}{N_1+N_2}
=\frac{A\omega^2}{4\pi}\,\bar S,\qquad \bar S=\frac{S_1S_2}{S_1+S_2}.
$$

One may ask whether a wave that obeys energy conservation and time reversal can behave like this. Time reversal requires $s$ to be symmetric. A random symmetric unitary matrix with 523 channels on one side and 163 on the other gave a summed transmission of 123.93, while the rule $523\times163/686$ gives 124.27. The assumption is thus compatible with wave mechanics when there are many channels. With few channels time reversal matters: in such random matrices it doubles the mean probability of return into the partner of the incoming channel, and the mean summed transmission is $N_1N_2/(N_1+N_2+1)$. Whether a given interface scatters so thoroughly is a separate question, taken up below.

Let the phonons that arrive from side $i$ have the Bose occupation $n(\omega,T_i)=1/(e^{\hbar\omega/k_BT_i}-1)$. The temperatures $T_1$ and $T_2$ belong to the arriving phonons, a convention that will matter. The net heat flux per area is

$$
q=\frac1A\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\frac{A\omega^2}{4\pi}\bar S\,[n(\omega,T_1)-n(\omega,T_2)]
=\frac{\bar S}{8\pi^2}\int_0^\infty\hbar\omega^3[n(\omega,T_1)-n(\omega,T_2)]\,d\omega .
$$

The upper limit may be set to infinity because the Bose factor removes high frequencies at low temperature. With $x=\hbar\omega/(k_BT)$ each term becomes

$$
\int_0^\infty\hbar\omega^3n\,d\omega=\hbar\left(\frac{k_BT}{\hbar}\right)^4 I,\qquad
I=\int_0^\infty\frac{x^3}{e^x-1}\,dx .
$$

To evaluate $I$, write $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$, a geometric series for $x>0$. All terms are positive, so sum and integral may be exchanged. Since $\int_0^\infty x^3e^{-mx}dx=3!/m^4$,

$$
I=6\sum_{m=1}^\infty\frac1{m^4}.
$$

The sum follows from the Fourier series of $y^2$ on $-\pi<y<\pi$. Its mean is $\pi^2/3$, and two integrations by parts give the cosine coefficients

$$
\frac2\pi\int_0^\pi y^2\cos(my)\,dy=\frac2\pi\left[\frac{2y\cos(my)}{m^2}\right]_0^\pi=\frac{4(-1)^m}{m^2},
$$

where the terms with $\sin(my)$ vanish at both ends. Parseval's relation equates the mean of $y^4$, which is $\pi^4/5$, to the squared mean plus half the sum of the squared coefficients:

$$
\frac{\pi^4}{5}=\frac{\pi^4}{9}+8\sum_{m=1}^\infty\frac1{m^4}
\quad\Longrightarrow\quad
\sum_{m=1}^\infty\frac1{m^4}=\frac18\cdot\frac{4\pi^4}{45}=\frac{\pi^4}{90}.
$$

Hence $I=\pi^4/15$, and the flux is

$$
q=\frac{\bar S}{8\pi^2}\,\frac{\pi^4k_B^4}{15\hbar^3}(T_1^4-T_2^4)
=\frac{\pi^2k_B^4}{120\hbar^3}\,\bar S\,(T_1^4-T_2^4).
$$

This is a Stefan–Boltzmann law for sound. To obtain a conductance, set $T_1=T+\Delta T/2$ and $T_2=T-\Delta T/2$. Then $T_1^2-T_2^2=2T\Delta T$ and $T_1^2+T_2^2=2T^2+\Delta T^2/2$, so that

$$
T_1^4-T_2^4=4T^3\Delta T\left[1+\left(\frac{\Delta T}{2T}\right)^2\right].
$$

For $\Delta T\ll T$ the bracket tends to one, and the factor 4 turns $1/120$ into $1/30$:

$$
G=\frac{q}{\Delta T}=\frac{\pi^2k_B^4T^3}{30\hbar^3}\,\frac{S_1S_2}{S_1+S_2}.
$$

Two limits show what the velocity factor does. If $S_1\gg S_2$, then $\bar S\to S_2$. The stiff, fast solid has few channels, nearly every phonon it sends is absorbed by the many channels opposite, and the soft solid's velocities no longer matter. If the solids are identical, $\bar S=S/2$: half the phonons are turned back although there is no acoustic contrast. Lost memory causes this, since a phonon that has forgotten its origin returns as often as it goes on. The formula therefore does not reduce to a perfect crystal when the two sides become equal.

An upper bound puts these limits in proportion. No incoming channel can transmit more than all of its energy, so for any elastic interface the summed transmission is at most the smaller of $N_1$ and $N_2$. This radiation limit corresponds to replacing $\bar S$ by $\min(S_1,S_2)$. The diffuse value is a fraction

$$
\frac{\bar S}{\min(S_1,S_2)}=\frac{\max(S_1,S_2)}{S_1+S_2}
$$

of it, which lies between one half and one. There is no corresponding lower bound for interfaces in general, because a poorly bonded one can transmit as little as one likes.

The meaning of temperature changes the result by a factor of two. Every outgoing channel, on either side, receives a fraction $1/N$ from each incoming channel, so its occupation is

$$
n_{\rm out}=\frac{S_1n(\omega,T_1)+S_2n(\omega,T_2)}{S_1+S_2}.
$$

For small $\Delta T$ the occupations are linear in temperature, and this is a Bose distribution at $T_{\rm out}=(S_1T_1+S_2T_2)/(S_1+S_2)$. Suppose the phonons travel ballistically near the interface, and a temperature $\Theta_i$ is assigned there from the local energy density. Half of the states on side $i$ are arriving at $T_i$ and half are leaving at $T_{\rm out}$, so

$$
\Theta_i=\frac{T_i+T_{\rm out}}2,\qquad \Theta_1-\Theta_2=\frac{T_1-T_2}{2}.
$$

The flux is unchanged but the temperature difference is halved, so the conductance defined by $\Theta_1-\Theta_2$ is $2G$. The random matrix above supports the uniform outgoing occupation: with arriving occupation 1 on the first side and 0 on the second, the mean outgoing occupations were 0.763 and 0.760, against $523/686=0.762$. When phonons scatter in the solids close to the interface, the arriving distribution is in general no longer a Bose distribution at one temperature, and the exact ratio of flux to temperature difference has to come from a transport calculation.

For numbers, consider germanium (side 1) against silicon (side 2) at 4 K, in SI units. Both crystals are taken as undoped, so that electrons carry no heat and do not scatter phonons. Rough typical sound speeds are 5300 m/s (longitudinal) and 3250 m/s (transverse) for germanium, and 9000 and 5400 m/s for silicon. These speeds and the other material values below are model inputs, and their last figures are not claims about real crystals. Then

$$
S_1=\frac1{5300^2}+\frac2{3250^2}=2.25\times10^{-7}\ \mathrm{s^2/m^2},\qquad
S_2=\frac1{9000^2}+\frac2{5400^2}=8.09\times10^{-8}\ \mathrm{s^2/m^2}.
$$

The transverse branches supply 84% of the first sum and 85% of the second. The transmission is $\alpha_{12}=0.265$ from germanium to silicon and $\alpha_{21}=0.735$ the other way, and $\bar S=5.952\times10^{-8}\ \mathrm{s^2/m^2}$. The constant $\pi^2k_B^4/(30\hbar^3)$ is $1.0193\times10^{10}\ \mathrm{W\,s^2/(m^4K^4)}$, so

$$
\frac{G}{T^3}=1.0193\times10^{10}\times5.952\times10^{-8}=607\ \mathrm{\frac{W}{m^2K^4}},\qquad
G(4\ \mathrm K)=607\times64=3.88\times10^4\ \mathrm{\frac{W}{m^2K}} .
$$

The inverse is $2.58\times10^{-5}\ \mathrm{m^2K/W}$. A difference of 0.1 K drives about $3.9\ \mathrm{kW/m^2}$, or 0.39 W through one square centimetre. As a test of the derivation, the channels were counted one by one on the wavevector lattice of a periodic square of edge 1 µm, and the resulting flux was differenced in temperature. This gave $3.8826\times10^4\ \mathrm{W/(m^2K)}$, the same as the formula to the five digits printed.

The silicon velocities matter more than those of germanium. Differentiating $\ln\bar S=\ln S_1+\ln S_2-\ln(S_1+S_2)$ gives

$$
\frac{\partial\ln G}{\partial\ln S_2}=\frac{S_1}{S_1+S_2}=0.735,\qquad
\frac{\partial\ln G}{\partial\ln S_1}=\frac{S_2}{S_1+S_2}=0.265 .
$$

Since $S\propto v^{-2}$ when all speeds of one solid are scaled together, raising the silicon speeds by 1% lowers $G$ by about 1.5%, and raising the germanium speeds by 1% lowers it by about 0.5%.

The assumption most open to doubt at 4 K is diffuse scattering itself. The integrand of the conductance, $x^4e^x/(e^x-1)^2$, peaks at $x=3.83$, which is 0.319 THz at this temperature. The transverse wavelengths there are 10.2 nm in germanium and 16.9 nm in silicon. At normal incidence two parts of a surface that differ in height by $h$ return waves with a phase difference $2kh$. This reaches one radian at $h=0.8$ nm in germanium and 1.3 nm in silicon. For transmitted waves the phase difference is only $|k_1-k_2|h$, with $k_1$ and $k_2$ the wavenumbers on the two sides, and it reaches one radian at about 4.1 nm. At normal incidence diffuse transmission therefore needs a rougher interface than diffuse reflection. For oblique waves the normal components of the wavevectors take the place of $k_1$ and $k_2$, and for transverse waves arriving from silicon near grazing incidence the order is reversed. An interface much smoother than all these heights looks flat to these phonons and should scatter them specularly. Because the wavelength grows as $1/T$, the roughness needed grows in the same way on cooling. The low-temperature limit thus improves the linear dispersion while it undermines the diffuse assumption.

The opposite extreme is a perfectly flat, welded interface, across which displacement and traction are continuous. The elastic-wave problem was solved for it at all angles, including conversion between longitudinal and transverse waves and the evanescent waves beyond critical angles, with rough densities of 5320 kg/m³ for germanium and 2330 kg/m³ for silicon. The mean transmission, averaged over all arriving channels, is 0.320 from germanium and 0.889 from silicon. These satisfy the required balance, since $0.320\,S_1$ and $0.889\,S_2$ are both $7.2\times10^{-8}\ \mathrm{s^2/m^2}$. The conductance is $4.69\times10^4\ \mathrm{W/(m^2K)}$, which is 21% above the diffuse value. Here disorder lowers the conductance, because the flat interface already passes most of what silicon sends. The radiation limit is $5.28\times10^4\ \mathrm{W/(m^2K)}$, so no elastic interface between these two model solids can exceed the diffuse value by more than 36%.

Anisotropy changes the diffuse value by about 1% to 7% in the orientations considered here. For a cubic crystal the phase speed $c$ depends on direction, and the group velocity $\mathbf v_g$ need not be parallel to $\mathbf k$. The one-way flux of states per area and frequency in one branch is

$$
\frac12\int\frac{d^3k}{(2\pi)^3}\,|v_{g,z}|\,\delta(\omega-ck)
=\frac{\omega^2}{16\pi^3}\int\frac{|v_{g,z}|}{c^3}\,d\Omega ,
$$

where the half selects one direction of travel, and the delta function sets $k=\omega/c$ and supplies a factor $1/c$. Equating the sum over branches to $N_i/(2\pi A)=\omega^2S_i/(8\pi^2)$ gives

$$
S_i=\frac1{2\pi}\sum_{j=1}^{3}\int\frac{|v_{g,z}|}{c^3}\,d\Omega .
$$

In an isotropic solid $|v_{g,z}|=v|\cos\theta|$ and $\int|\cos\theta|\,d\Omega=2\pi$, which restores $1/v^2$ for each branch. Rough elastic constants $C_{11},C_{12},C_{44}$ of 129, 48, 67 GPa for germanium and 166, 64, 80 GPa for silicon, with both [001] axes normal to the interface, lower $G$ by 0.9% relative to the isotropic model. The smallness is special to this orientation and to the isotropic speeds chosen. With the same constants, aligned [110] axes normal to the interface raise $G$ by about 5% and aligned [111] axes by about 7%. For the cubic crystals in the [001] orientation the flat welded interface exceeds the diffuse value by 23% instead of 21%.

Dispersion sets the upper end of the temperature range. The channel count depends on the disc radius $k_{ij}(\omega)$, so $\omega^2/v_{ij}^2$ is replaced by $k_{ij}^2(\omega)$. For an estimate, let each branch follow $\omega=\omega_e\sin(vk/\omega_e)$ up to its zone-edge frequency, with rough values of $\omega_e/2\pi$ of 7.0 THz (longitudinal) and 2.4 THz (transverse) in germanium, and 12.0 and 4.5 THz in silicon. Relative to the $T^3$ law the conductance is then 1.005 at 4 K, 1.026 at 10 K, 0.89 at 20 K and 0.36 at 50 K. The rise comes first because a branch that bends down has a larger $k$ at given $\omega$, hence more channels. Below all the edges this can only increase the summed transmission, so the later fall must come from frequencies above an edge, where channels are missing. In this model the cubic law holds within 3% at 4 and 10 K and has failed badly by 50 K. The sine form is crude: its transverse branches end at $k=\pi\omega_e/(2v)$ and hold only about 30% (germanium) and 38% (silicon) of the modes in the Brillouin zone, so the flat upper part of the real transverse branches is missing. A form $\omega=W\tanh(vk/W)$ with the same speeds and edge frequencies, ending at the Debye radius, gives 1.009 at 4 K, 1.06 at 10 K and 0.95 at 20 K. The cubic law is thus good to about 1% at 4 K in both forms, while the size of the deviation at 10 K and above depends on the assumed dispersion.

A finite temperature difference also has a small effect. With 1 K across the interface at a mean of 4 K, the bracket in the expansion of $T_1^4-T_2^4$ is $1+1/64$, an increase of 1.6%.

A real germanium–silicon joint, grown or bonded, may depart from the model in ways not sized here: an oxide or damaged layer, voids that reduce the bonded area, or doping that lets electrons scatter phonons. A large loss of contact area lowers the conductance. Among the effects sized at 4 K, the largest is the definition of temperature: thermometers that respond to the local energy density in ballistic crystals would give $7.8\times10^4$ instead of $3.9\times10^4\ \mathrm{W/(m^2K)}$ for the same diffuse interface. This does not violate the radiation limit, which refers to the temperatures of arriving phonons. Next comes the smoothness of the interface, at 21% when the temperatures are those of the arriving phonons; with another definition of temperature this percentage changes. A comparison with a measured conductance therefore needs the thermometry, the interface roughness and the crystal orientation to be known before a third digit of the sound speeds is of any use. The numerical output below lists the inputs and the main computed values.

## Computed values

```
INPUTS (rough typical values)
Ge: v_long 5300 m/s, v_trans 3250 m/s, density 5320 kg/m^3
Ge: C11, C12, C44 = 129, 48, 67 GPa; zone edge long 7.0, trans 2.4 THz
Si: v_long 9000 m/s, v_trans 5400 m/s, density 2330 kg/m^3
Si: C11, C12, C44 = 166, 64, 80 GPa; zone edge long 12.0, trans 4.5 THz
temperature: 4.0 K
MAIN RESULT
Planck integral: 6.493939; pi^4/15 = 6.493939
pi^2 kB^4/(30 hbar^3): 1.0193e+10 W s^2/(m^4 K^4)
S Ge: 2.2495e-07 s^2/m^2
S Si: 8.0933e-08 s^2/m^2
transverse share of S: Ge 0.842, Si 0.847
S1 S2/(S1+S2): 5.9519e-08 s^2/m^2
transmission Ge to Si: 0.2646
transmission Si to Ge: 0.7354
G/T^3: 606.65 W/(m^2 K^4)
G at 4 K: 3.8826e+04 W/(m^2 K)
1/G at 4 K: 2.576e-05 m^2 K/W
linear flux for 0.1 K difference: 3882.6 W/m^2
TESTS
G from explicit channel count: 3.8826e+04 W/(m^2 K)
random matrix channels: Ge 523, Si 163
summed transmission: random 123.93, rule 124.27
outgoing occupation: Ge side 0.7630, Si side 0.7603, rule 0.7624
spread of outgoing occupation over channels: 0.0162
density-temperature difference / (T1-T2): 0.5014
NEGLECTED EFFECTS AT 4 K
G defined by energy-density temperatures: 7.7651e+04 W/(m^2 K)
radiation limit: 5.2794e+04 W/(m^2 K)
G / radiation limit: 0.7354
smooth-interface G: 4.6909e+04 W/(m^2 K)
smooth / diffuse: 1.208
smooth mean transmission: Ge to Si 0.320, Si to Ge 0.889
peak of conductance integrand: x = 3.830, f = 0.319 THz
Ge transverse wavelength at peak: 10.2 nm; roughness for 2 k h = 1: 0.81 nm
Si transverse wavelength at peak: 16.9 nm; roughness for 2 k h = 1: 1.35 nm
cubic S: Ge 2.2523e-07, Si 7.9924e-08 s^2/m^2
cubic G / isotropic G: 0.991
G with dispersion / T^3 law at 4 K: 1.005
G with dispersion / T^3 law at 10 K: 1.026
G with dispersion / T^3 law at 20 K: 0.892
G with dispersion / T^3 law at 50 K: 0.365
finite difference 1 K at mean 4 K, G ratio: 1.0156
```
